# How the Decay of a Surface Corrugation Depends on Its Wavelength

## Problem

A crystal surface carries a shallow corrugation

$$h(x,t)=a(t)\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad ak\ll1,$$

where $h$ is the height above the mean plane and nothing varies along the second in-plane direction $y$. The surface is assumed to be above its roughening temperature, so that it has no facets and its free energy varies smoothly with orientation. Its free energy $\gamma$ per unit area and its atomic mobility are taken to be isotropic. Atoms move along the surface but neither leave it nor pass through the interior.

(a) By what factor does the relative decay rate $-\dot a/a$ change when the wavelength is halved, with material and temperature held fixed?

(b) Two gratings of wavelength 400 nm and 200 nm start with amplitude 5 nm and are annealed at $T=1300$ K for 10 s. What amplitudes remain?

For (b) take $\gamma=1.0$ J/m², a volume per atom $\Omega=0.020$ nm³, an areal density of surface atoms $\nu=10$ nm⁻² and a surface diffusion coefficient $D=1.0\times10^{-8}$ cm²/s. Here $D$ is the mass-transfer coefficient, an average over all surface atoms. If adatoms of density $c$ and diffusion coefficient $D_a$ carry the current, then $D\nu=D_ac$.

## First estimate by scaling

A crest has curvature of order $a/\lambda^2$. An atom on it therefore has an excess chemical potential of order $\gamma\Omega a/\lambda^2$. This excess falls off over a distance of order $\lambda$, so the driving force is of order $\gamma\Omega a/\lambda^3$. Multiplying by the mobility $D/k_BT$ and the density $\nu$ gives the atom current per unit length along $y$:

$$J\sim\frac{D\nu}{k_BT}\,\frac{\gamma\Omega a}{\lambda^3}.$$

The crest contains about $a\lambda/\Omega$ atoms per unit length along $y$. The time to remove them is

$$\tau\sim\frac{a\lambda}{\Omega J}\sim\frac{\lambda^4}{B},\qquad B=\frac{D\nu\gamma\Omega^2}{k_BT}.$$

The amplitude cancels, which suggests exponential decay. Halving $\lambda$ should shorten the decay time by $2^4=16$. The estimate does not supply the numerical factor in $\tau$.

## Exact solution for small slopes

**Chemical potential.** Primes denote derivatives with respect to $x$. The surface energy per unit length along $y$ is

$$F=\gamma\int\sqrt{1+h'^2}\,dx.$$

A small change $\delta h$ alters it by

$$\delta F=\gamma\int\frac{h'\,\delta h'}{\sqrt{1+h'^2}}\,dx=-\gamma\int\left(\frac{h'}{\sqrt{1+h'^2}}\right)'\delta h\,dx.$$

The second form follows by integration by parts over whole periods, where the boundary terms cancel. The derivative is

$$\left(\frac{h'}{\sqrt{1+h'^2}}\right)'=\frac{h''}{(1+h'^2)^{1/2}}-\frac{h'^2h''}{(1+h'^2)^{3/2}}=\frac{h''}{(1+h'^2)^{3/2}}.$$

Adding $\delta N$ atoms locally, per unit length along $y$, raises the profile by an area $\int\delta h\,dx=\Omega\,\delta N$. The energy per added atom, measured from the flat surface, is then

$$\mu=-\frac{\gamma\Omega h''}{(1+h'^2)^{3/2}}.$$

At a crest $h''<0$, so $\mu>0$; in a trough $\mu<0$.

**Current.** Let $s$ be the arc length along the profile. The force $-\partial\mu/\partial s$ gives each atom a mean drift velocity $-(D/k_BT)\,\partial\mu/\partial s$, so

$$J=-\frac{D\nu}{k_BT}\frac{\partial\mu}{\partial s}=-\frac{D\nu}{k_BT}\frac{1}{\sqrt{1+h'^2}}\frac{\partial\mu}{\partial x}.$$

This assumes local equilibrium and $|\mu|\ll k_BT$, so that the density of mobile atoms stays close to its flat-surface value.

**Conservation.** Between $x_1$ and $x_2$ the number of atoms changes at the rate $J(x_1)-J(x_2)$, and each atom brings the volume $\Omega$. Hence

$$\frac{\partial h}{\partial t}=-\Omega\frac{\partial J}{\partial x}.$$

Inserting $J$ and $\mu$ gives

$$\frac{\partial h}{\partial t}=-B\frac{\partial}{\partial x}\left\{\frac{1}{\sqrt{1+h'^2}}\frac{\partial}{\partial x}\left[\frac{h''}{(1+h'^2)^{3/2}}\right]\right\}.\tag{1}$$

**Linear equation.** For small slopes each factor $1+h'^2$ becomes 1, and

$$\frac{\partial h}{\partial t}=-B\frac{\partial^4h}{\partial x^4}.$$

Two derivatives of $\cos kx$ give $-k^2\cos kx$, and four give $+k^4\cos kx$. Therefore

$$\dot a=-Bk^4a,\qquad a(t)=a(0)\,e^{-rt},\qquad r=Bk^4=B\left(\frac{2\pi}{\lambda}\right)^4.$$

**Answer to (a).** Since $k$ doubles,

$$\frac{r(\lambda/2)}{r(\lambda)}=2^4=16.$$

The three stages of transport show where the factor arises. At equal amplitude, $\mu$ has amplitude $\gamma\Omega k^2a$ and grows by 4. The current has amplitude $J_0=D\nu\gamma\Omega k^3a/k_BT$ and grows by 8. The material above the mean plane in one crest, $\int a\cos kx\,dx=2a/k$ between neighbouring zeros, is halved. Eight times the current removes half the material, so the relative rate grows by 16.

The factor applies to relative rates. From equal starting amplitudes, the ratio of the absolute speeds $|\dot a|$ is $16e^{-15rt}$, where $r$ belongs to the longer wave. It begins at 16 and falls to 1 at $t=\ln16/(15r)$, because by then the short corrugation has little height left to lose.

## Numbers for the two gratings

At 1300 K, $k_BT=1.7948\times10^{-20}$ J. Since 1 J/m² is $10^{-18}$ J/nm², $\gamma/k_BT=55.72$ nm⁻². With $D=10^6$ nm²/s,

$$B=10^6\times10\times55.72\times(0.020)^2\ \text{nm}^4/\text{s}=2.23\times10^5\ \text{nm}^4/\text{s},$$

or $2.23\times10^{-23}$ cm⁴/s.

For the 400 nm grating $k=0.015708$ nm⁻¹, and

$$r=2.23\times10^5\times(0.015708)^4\ \text{s}^{-1}=0.0136\ \text{s}^{-1}.$$

Its decay time $1/r$ is 73.7 s. For the 200 nm grating $k=0.031416$ nm⁻¹, $r=0.217$ s⁻¹ and the decay time is 4.61 s.

**Answer to (b).** After 10 s the linear law leaves

$$5\,e^{-0.1357}=4.37\ \text{nm}\qquad\text{and}\qquad5\,e^{-2.171}=0.57\ \text{nm}.$$

The long grating keeps 87% of its amplitude and the short one 11%. The ratio of these remaining amplitudes is not 16; the factor sits in the exponent. The absolute speeds become equal after about 13.6 s.

## Comparison of the estimate with the solution

Both routes give $r\propto B/\lambda^4$ and hence the factor 16. They differ in the time itself. For 400 nm the estimate gives

$$\frac{\lambda^4}{B}=\frac{(400)^4}{2.23\times10^5}\ \text{s}\approx1.15\times10^5\ \text{s},$$

about 32 hours, against 73.7 s from the solution. The discrepancy is $(2\pi)^4\approx1560$. The length that governs derivatives of a sinusoid is $1/k=\lambda/2\pi$, and it enters to the fourth power. An estimate made with $1/k$ gives the correct time here. The scaling argument is thus reliable for the ratio, in which the unknown factor cancels, but not for choosing an anneal time.

## Finite slope

Equation (1) also gives the first correction for finite slope. Let $q=ak$ and $\theta=kx$. To third order in $q$, the expression in braces is

$$h'''-\tfrac12h'^2h'''-\tfrac32(h''h'^2)'.$$

For the cosine, $h'=-q\sin\theta$, $h''=-qk\cos\theta$ and $h'''=qk^2\sin\theta$. Thus

$$h'^2h'''=q^3k^2\sin^3\theta=\tfrac14q^3k^2(3\sin\theta-\sin3\theta),$$

$$h''h'^2=-q^3k\cos\theta\sin^2\theta=-\tfrac14q^3k(\cos\theta-\cos3\theta),$$

$$(h''h'^2)'=\tfrac14q^3k^2(\sin\theta-3\sin3\theta).$$

The coefficient of $\sin\theta$ in the braces is therefore

$$qk^2\left(1-\tfrac38q^2-\tfrac38q^2\right),$$

and the instantaneous rate of a cosine is

$$-\frac{\dot a}{a}=Bk^4\left[1-\tfrac34(ak)^2\right]$$

to leading order in the correction. At 5 nm amplitude the reduction is 0.46% for 400 nm and 1.85% for 200 nm. The initial ratio is

$$16\times\frac{1-0.0185}{1-0.0046}=15.78.$$

The correction dies away with the amplitude. Inserting the linear solution into the small term and integrating gives

$$\ln\frac{a(t)}{a(0)e^{-rt}}\approx\tfrac38[a(0)k]^2\left(1-e^{-2rt}\right).$$

For 200 nm after 10 s this is about 0.9%, which raises 0.570 nm to 0.576 nm. A numerical integration of the nonlinear motion, with the profile represented by 256 points and an implicit Runge–Kutta method in time, also gives 0.576 nm.

## Other transport paths

The fourth power belongs to surface diffusion. Two other paths give different powers.

**Exchange with vapour.** Suppose the surface faces vapour at the equilibrium pressure $p$ of the flat crystal, and every arriving atom sticks. With atomic mass $m$, the arrival rate per unit area is $R=p/\sqrt{2\pi mk_BT}$. By detailed balance, atoms leave at the rate $Re^{\mu/k_BT}$. For small $\mu$,

$$\frac{\partial h}{\partial t}=-\Omega R\left(e^{\mu/k_BT}-1\right)\approx-\frac{\Omega R\mu}{k_BT}=-\frac{R\gamma\Omega^2k^2}{k_BT}\,h.$$

The rate varies as $k^2$, so halving the wavelength would give a factor 4. Relative to surface diffusion the rate is $R/(D\nu k^2)$. For $p=10^{-7}$ Torr and $m=30$ u this is $7.2\times10^{-5}$ at 400 nm. The two rates would become equal near $400/\sqrt{7.2\times10^{-5}}$ nm, or 47 µm.

**Diffusion through the interior.** For steady bulk diffusion without internal sources, $\mu$ obeys Laplace's equation. With $z$ pointing outward, the solution that vanishes deep inside is proportional to $e^{kz}\cos kx$, so $\partial\mu/\partial z=k\mu$ at the surface. With bulk coefficient $D_b$ and atomic density $1/\Omega$, the inward atom current there is $D_bk\mu/(\Omega k_BT)$. Multiplication by $\Omega$ gives

$$\frac{\partial h}{\partial t}=-\frac{D_bk}{k_BT}\mu=-\frac{D_b\gamma\Omega k^3}{k_BT}\,h.$$

Here halving the wavelength would give a factor 8. The ratio to the surface-diffusion rate is $D_b/(D\nu\Omega k)$. For $D_b=10^{-15}$ cm²/s it is $3.2\times10^{-5}$ at 400 nm.

Adding both small rates to $Bk^4$ changes the ratio from 16 to 15.999. For these parameters the paths are negligible.

## Anisotropy and facets

If $\gamma$ depends smoothly on the tilt angle $\vartheta=\arctan h'$, the energy per unit projected area for small slopes is

$$\gamma(\vartheta)\sqrt{1+h'^2}\approx\gamma(0)+\gamma'(0)h'+\tfrac12\left[\gamma(0)+\gamma''(0)\right]h'^2,$$

where primes on $\gamma$ mean derivatives with respect to $\vartheta$. The linear term integrates to zero over a period. The quadratic term replaces $\gamma$ in $B$ by the stiffness $\gamma(0)+\gamma''(0)$. A smooth orientation dependence of the mobility does not enter at this order, because $\mu$ is already first order in $h$. If the stiffness is positive, the corrugation still decays and the factor 16 survives, although the decay time changes. With negative stiffness a small corrugation would grow instead.

For example, $\gamma=\gamma_0(1+\epsilon\cos4\vartheta)$ has stiffness $\gamma_0(1+\epsilon-16\epsilon)=\gamma_0(1-15\epsilon)$. With $\epsilon=-0.02$ this is $1.30\gamma_0$. A 2% modulation of the energy raises both rates by 30% relative to the isotropic case with $\gamma=\gamma_0$.

Below roughening, a facet orientation has a cusp in $\gamma$, with a term proportional to $|h'|$. The expansion above then does not exist, and neither the linear equation nor its factor 16 follows.

## Relation to real gratings

The example is an idealised version of the flattening that an etched semiconductor grating can undergo when it is heated, for instance before epitaxial overgrowth. Its parameters are round values, not those of a particular material, and they do not by themselves guarantee a rough surface. An orientation whose atomic layers are a distance $d$ apart is rough only if its stiffness times $d^2$ is less than $\pi k_BT/2$. With a stiffness of 1.0 J/m² at 1300 K, this requires $d<0.17$ nm. If $\nu$ counts one complete layer, the spacing is $\Omega\nu=0.20$ nm, and a real crystal surface with these values would be below its roughening temperature. The numbers in (b) therefore illustrate the smooth model and do not predict the decay on such a surface. An etched profile is often closer to a rectangle than to a cosine; once the slopes are small, the fundamental follows the linear law and the higher Fourier components die out much faster, the third at first at a rate near $81r$. They do not keep these rates indefinitely. The $\sin3\theta$ terms of the finite-slope expansion let the fundamental sustain a small third harmonic, of relative size about $0.05(ak)^2$, which decays only at $3r$. Low-index semiconductor surfaces are often below their roughening temperature during such an anneal, and for them the factor 16 cannot be taken for granted. At lower temperature the thermally activated $D$ falls, and the decay time grows as $T/D$ when $\gamma$, $\nu$ and $\Omega$ are fixed. A deeper grating can lie outside the small-slope range. At 25 nm amplitude and 200 nm wavelength, $ak=0.79$ and the leading slope correction would be 46%, whereas Eq. (1) evaluated in full for this cosine gives an initial reduction of 29%. Neither the small-slope law nor its first correction could be trusted there. Real surfaces may also be faceted, oxidised or covered by adsorbates; the model gives no number for those cases.

Temperature control matters when the gratings are annealed separately. Let $D$ have an activation energy of 2.5 eV, and hold $\gamma$, $\nu$ and $\Omega$ fixed. Since $B\propto D/T$, a sample at 1310 K decays faster than one at 1300 K by the factor

$$\frac{1300}{1310}\exp\left[\frac{2.5\ \text{eV}}{k_B}\left(\frac1{1300\ \text{K}}-\frac1{1310\ \text{K}}\right)\right]=1.18.$$

If the short grating is the hotter one, the apparent ratio is 18.8 instead of 16. Under the model's assumptions, placing both gratings on one uniformly heated wafer removes this error, because $B$ then cancels from the ratio.

All numerical values are calculated from the stated model.
